# Ultrasoft GIPAW: field-dependent overlap and occupied-space current, derived two ways

Anyone who carries a GIPAW shielding calculation from norm-conserving to ultrasoft or PAW data has to decide whether the linear response may still be confined to the empty states. With norm-conserving data, in the generalised sense that all augmentation charges $q_{nm}$ defined below vanish, off-diagonal ones included, mixing among occupied orbitals is unitary and carries no current. With ultrasoft data the overlap operator in general depends on the field, and the induced current can then acquire a term built from pairs of occupied orbitals. In the all-electron model worked out below, leaving that term out changes a shielding of 75.8 ppm by 3.0 or 6.6 ppm for the two gauge origins tried. At this atom almost all of it comes from pairs that include the deepest orbital, which a calculation with that orbital frozen would not contain. At the other atom of the model the pairs without that orbital give 5.6 or 13.4 ppm out of 134.6 ppm, so the term is not confined to pairs with the deepest orbital. The result is

$$\mathbf j^{(1)}(\mathbf r')=4\sum_o \mathrm{Re}\langle o|\mathbf J^{(0)}G(\varepsilon_o)(H^{(1)}-\varepsilon_oS^{(1)})|o\rangle-2\sum_{oo'}\mathbf J^{(0)}_{oo'}S^{(1)}_{o'o}+2\sum_o\mathbf J^{(1)}_{oo},\qquad(1)$$

with $G(\varepsilon)=\sum_e|e\rangle\langle e|/(\varepsilon-\varepsilon_e)$, $o$ occupied and $e$ empty zero-field pseudo orbitals, and $A_{kl}=\langle k|A|l\rangle$.

## The operators

Gaussian atomic units are used, with electron charge $-1$, $H=\tfrac12(\mathbf p+\mathbf A/c)^2+V$ and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The system is a closed shell with a gap, treated in a mean field with local $V$ and real zero-field orbitals. All electrons are kept, so the occupied orbitals include the core; a frozen core, whose current would have to be added, is not treated. Time reversal makes the density even in $\mathbf B$, so a $V$ that depends on the density alone has no first-order change. Superscripts give the order in $\mathbf B$.

Around each atom $\mathbf R$ lies a sphere $\Omega_R$, and the spheres do not overlap. Real all-electron partial waves $\phi_n$ and pseudo partial waves $\tilde\phi_n$ agree at and beyond the edge. The projectors $\tilde p_n$ lie inside and obey $\langle\tilde p_n|\tilde\phi_m\rangle=\delta_{nm}$. The site label on these functions is left implicit.

Partial waves built without a field suit a vector potential that vanishes at the atom. Define $U_R=\exp[(i/2c)\,\mathbf r\cdot(\mathbf R\times\mathbf B)]$. Acting with $\mathbf p=-i\nabla$ on the phase gives $U_R^\dagger\mathbf pU_R=\mathbf p+\mathbf R\times\mathbf B/2c=\mathbf p-\mathbf B\times\mathbf R/2c$, hence

$$U_R^\dagger(\mathbf p+\mathbf A/c)U_R=\mathbf p+\mathbf B\times(\mathbf r-\mathbf R)/2c.\qquad(2)$$

The GIPAW map from pseudo to all-electron orbitals, $\psi=T_B\tilde\psi$, attaches this phase:

$$T_B=1+\sum_R U_R\sum_n|\delta_n\rangle\langle\tilde p_n|\,U_R^\dagger,\qquad \delta_n=\phi_n-\tilde\phi_n.$$

Let $O$ be local or a differential operator, and $O_R=U_R^\dagger OU_R$. In $T_B^\dagger OT_B$, terms with $\delta$ on two different sites vanish because $O\delta_n$ stays in its own sphere. One site leaves a term quadratic in $\delta$ and two linear ones, such as $U_R|\tilde p_n\rangle\langle\delta_n|O_RU_R^\dagger$. This term samples $U_R^\dagger\tilde\psi$ inside $\Omega_R$. If the partial waves are complete there, $\sum_m|\tilde\phi_m\rangle\langle\tilde p_m|=1$ may be inserted before $U_R^\dagger$. The three coefficients add to $\langle\delta_n|O_R|\tilde\phi_m\rangle+\langle\tilde\phi_n|O_R|\delta_m\rangle+\langle\delta_n|O_R|\delta_m\rangle=\langle\phi_n|O_R|\phi_m\rangle-\langle\tilde\phi_n|O_R|\tilde\phi_m\rangle$, as follows from putting $\phi=\tilde\phi+\delta$ on the right. With the abbreviation $\Delta_R[O]=\sum_{nm}|\tilde p_n\rangle(\langle\phi_n|O|\phi_m\rangle-\langle\tilde\phi_n|O|\tilde\phi_m\rangle)\langle\tilde p_m|$,

$$T_B^\dagger OT_B=O+\sum_RU_R\,\Delta_R[O_R]\,U_R^\dagger.\qquad(3)$$

For a truncated set the right side is taken as the definition of the pseudo operator, and it is then an approximation to the left side.

**Overlap.** For $O=1$, $O_R=1$ has no field dependence, so $S=1+\sum_RU_RQ_RU_R^\dagger$ with $Q_R=\Delta_R[1]$ and coefficients $q_{nm}=\langle\phi_n|\phi_m\rangle-\langle\tilde\phi_n|\tilde\phi_m\rangle$. To first order $U_RQ_RU_R^\dagger=Q_R+(i/2c)(\mathbf R\times\mathbf B)\cdot[\mathbf r,Q_R]$. Since $i(\mathbf R\times\mathbf B)=(1/i)(\mathbf B\times\mathbf R)$ and $(\mathbf B\times\mathbf R)\cdot\mathbf w=\mathbf B\cdot(\mathbf R\times\mathbf w)$,

$$S^{(0)}=1+\sum_RQ_R,\qquad S^{(1)}=\frac1{2c}\mathbf B\cdot\sum_R\mathbf R\times\frac1i[\mathbf r,Q_R].\qquad(4)$$

The field enters through the phases alone, and it matters because $Q_R$ is nonlocal. The kernel $(\mathbf r-\mathbf r')Q_R(\mathbf r,\mathbf r')$ is real and antisymmetric, so $S^{(1)}$ is Hermitian and imaginary, and $S^{(1)}_{oo}=0$ for a real orbital. It vanishes for $q_{nm}=0$, and an atom at the gauge origin does not contribute.

**Hamiltonian.** Choose $V_{\rm loc}$ equal to $V$ outside the spheres. Completeness on both sides turns the piece of $V-V_{\rm loc}$ in $\Omega_R$ into $U_R\sum|\tilde p_n\rangle\langle\tilde\phi_n|V-V_{\rm loc}|\tilde\phi_m\rangle\langle\tilde p_m|U_R^\dagger$, which replaces $V$ by $V_{\rm loc}$ in the pseudo matrix element of (3). At zero field $H^{(0)}=p^2/2+V_{\rm loc}+\sum_RV^{\rm nl}_R$, where $V^{\rm nl}_R$ has coefficients $\langle\phi_n|p^2/2+V|\phi_m\rangle-\langle\tilde\phi_n|p^2/2+V_{\rm loc}|\tilde\phi_m\rangle$. Because $\nabla\cdot\mathbf A=0$, the linear part of the kinetic energy is $\mathbf A\cdot\mathbf p/c=\mathbf B\cdot\mathbf L/2c$ with $\mathbf L=\mathbf r\times\mathbf p$. By (2) the same step inside the one-centre elements gives $\mathbf L_R=(\mathbf r-\mathbf R)\times\mathbf p$. The phases act on $V^{\rm nl}_R$ as they did on $Q_R$. Therefore

$$H^{(1)}=\frac1{2c}\mathbf B\cdot\Big[\mathbf L+\sum_R\mathbf R\times\frac1i[\mathbf r,V^{\rm nl}_R]+\sum_R\Delta_R[\mathbf L_R]\Big],\qquad(5)$$

which is also imaginary and Hermitian. Let the partial waves be $u_a(\rho)Y_{lm}$ in full $m$ multiplets, and let each projector likewise be a radial function, the same for all $m$, times its $Y_{lm}$. The last term then simplifies. $\mathbf L_R$ acts on the angles with a matrix $\boldsymbol\ell_{mm'}$, so the coefficient of $\Delta_R[\mathbf L_R]$ is $\boldsymbol\ell_{mm'}q^l_{ab}$, with $q^l_{ab}$ the difference of radial overlaps. Also $\mathbf L_R|\tilde p_{alm'}\rangle=\sum_m|\tilde p_{alm}\rangle\boldsymbol\ell_{mm'}$. Both $\Delta_R[\mathbf L_R]$ and $\mathbf L_RQ_R$ thus equal $\sum|\tilde p_{alm}\rangle\boldsymbol\ell_{mm'}q^l_{ab}\langle\tilde p_{blm'}|$.

**Current.** Comparing $\delta H=\{\mathbf p+\mathbf A/c,\delta\mathbf A\}/2c$ with $\delta E=-(1/c)\int\mathbf j\cdot\delta\mathbf A$ gives the charge-current operator $-\tfrac12\{\mathbf p+\mathbf A/c,\delta_{r'}\}=\mathbf J^p-(\mathbf B\times\mathbf r'/2c)\delta_{r'}$, with $\delta_{r'}=|\mathbf r'\rangle\langle\mathbf r'|$ and $\mathbf J^p=-\tfrac12\{\mathbf p,\delta_{r'}\}$. By (2) the one-centre operator is $\mathbf J^p-(\mathbf B\times(\mathbf r'-\mathbf R)/2c)\delta_{r'}$. With $\Delta\mathbf J^p_R=\Delta_R[\mathbf J^p]$, $\Delta\mathbf J^d_R=-(\mathbf B\times(\mathbf r'-\mathbf R)/2c)\Delta_R[\delta_{r'}]$ and $X_{\mathbf a}=\mathbf r\cdot(\mathbf a\times\mathbf B)/2c$, so that $U_R=e^{iX_{\mathbf R}}$,

$$\mathbf J^{(0)}=\mathbf J^p+\sum_R\Delta\mathbf J^p_R,\qquad\mathbf J^{(1)}=-\frac{\mathbf B\times\mathbf r'}{2c}\delta_{r'}+\sum_R\big(\Delta\mathbf J^d_R+i[X_{\mathbf R},\Delta\mathbf J^p_R]\big).\qquad(6)$$

The all-electron problem becomes $H\tilde\psi=\varepsilon S\tilde\psi$ for the pseudo operators, with $\langle\tilde\psi_k|S|\tilde\psi_l\rangle=\delta_{kl}$ and $\mathbf j=2\sum_o\langle\tilde\psi_o|\mathbf J|\tilde\psi_o\rangle$, the 2 counting spin. The zero-field solutions $|k\rangle$ satisfy $\langle k|S^{(0)}|l\rangle=\delta_{kl}$ and $\sum_k|k\rangle\langle k|S^{(0)}=1$.

## First derivation: orbital by orbital

Assume for now that the occupied levels are nondegenerate. The first-order part of $(H-\varepsilon_oS)\tilde\psi_o=0$ is

$$(H^{(0)}-\varepsilon_oS^{(0)})|o^{(1)}\rangle=-(H^{(1)}-\varepsilon_oS^{(1)})|o\rangle+\varepsilon_o^{(1)}S^{(0)}|o\rangle.$$

Expand $|o^{(1)}\rangle=\sum_kc_{ko}|k\rangle$ and project on $\langle k|$, using $\langle k|H^{(0)}=\varepsilon_k\langle k|S^{(0)}$:

$$(\varepsilon_k-\varepsilon_o)c_{ko}=-(H^{(1)}-\varepsilon_oS^{(1)})_{ko}+\varepsilon_o^{(1)}\delta_{ko}.$$

For $k=o$ this fixes $\varepsilon^{(1)}_o=H^{(1)}_{oo}-\varepsilon_oS^{(1)}_{oo}=0$, both operators being imaginary, and leaves $c_{oo}$ open. For $k\ne o$,

$$c_{ko}=\frac{(H^{(1)}-\varepsilon_oS^{(1)})_{ko}}{\varepsilon_o-\varepsilon_k}.\qquad(7)$$

The first-order current is

$$\mathbf j^{(1)}=2\sum_o\sum_k\big(\mathbf J^{(0)}_{ok}c_{ko}+c^*_{ko}\mathbf J^{(0)}_{ko}\big)+2\sum_o\mathbf J^{(1)}_{oo}.$$

For empty $k$ the two terms in the bracket are complex conjugates, since $\mathbf J^{(0)}$ is Hermitian. Their sum is $2\,\mathrm{Re}(\mathbf J^{(0)}_{oe}c_{eo})$, and (7) turns it into the first term of (1). For occupied $k=o'$ both labels run over the same set, so they may be exchanged in the second term, which gives $2\sum_{oo'}\mathbf J^{(0)}_{oo'}(c_{o'o}+c^*_{oo'})$. From (7) and Hermiticity, $c^*_{oo'}=(H^{(1)}-\varepsilon_{o'}S^{(1)})_{o'o}/(\varepsilon_{o'}-\varepsilon_o)$, so for $o\ne o'$

$$c_{o'o}+c^*_{oo'}=\frac{(H^{(1)}-\varepsilon_oS^{(1)})_{o'o}-(H^{(1)}-\varepsilon_{o'}S^{(1)})_{o'o}}{\varepsilon_o-\varepsilon_{o'}}=\frac{(\varepsilon_{o'}-\varepsilon_o)S^{(1)}_{o'o}}{\varepsilon_o-\varepsilon_{o'}}=-S^{(1)}_{o'o}.\qquad(8)$$

The $H^{(1)}$ parts cancel, as they do in the norm-conserving case. The $S^{(1)}$ parts survive because each orbital multiplies $S^{(1)}$ by its own energy. For $o=o'$ the first-order part of $\langle\tilde\psi_o|S|\tilde\psi_o\rangle=1$ reads $c_{oo}+c^*_{oo}+S^{(1)}_{oo}=0$, which has the same form. Inserting (8) gives the second term of (1).

That term is real. For real orbitals $\mathbf J^{(0)}_{oo'}$ and $S^{(1)}_{o'o}$ are both imaginary. It vanishes when a single orbital is occupied, because then $S^{(1)}_{oo}=0$ is the one element available.

If $\varepsilon_o=\varepsilon_{o'}$, (7) is singular. The orbitals of the degenerate shell must first be rotated to diagonalise $H^{(1)}-\varepsilon_oS^{(1)}$ within it. They become complex in general and $\varepsilon^{(1)}_o$ need not vanish. The combination (8) then has to be taken from the first-order part of $\langle\tilde\psi_{o'}|S|\tilde\psi_o\rangle=\delta_{o'o}$, which is $c^*_{oo'}+S^{(1)}_{o'o}+c_{o'o}=0$.

## Second derivation: the density operator

Let $P=\sum_o|\tilde\psi_o\rangle\langle\tilde\psi_o|$ at finite field, so that $\mathbf j=2\,\mathrm{Tr}[\mathbf JP]$ and $\mathbf j^{(1)}=2\,\mathrm{Tr}[\mathbf J^{(0)}P^{(1)}]+2\,\mathrm{Tr}[\mathbf J^{(1)}P^{(0)}]$. The second trace is the last term of (1). Two identities hold at any field. Orthonormality in the metric $S$ gives $PSP=P$. The eigenvalue equation gives $HPS=\sum_o\varepsilon_oS|\tilde\psi_o\rangle\langle\tilde\psi_o|S=SPH$.

Write $P^{(1)}=\sum_{kl}|k\rangle\pi_{kl}\langle l|$ with $\pi_{kl}=\langle k|S^{(0)}P^{(1)}S^{(0)}|l\rangle$, which the completeness relation allows. Let $n_k$ be 1 for occupied and 0 for empty states, so $P^{(0)}S^{(0)}|l\rangle=n_l|l\rangle$ and $P^{(0)}H^{(0)}|l\rangle=n_l\varepsilon_l|l\rangle$. The first identity at first order is

$$P^{(1)}S^{(0)}P^{(0)}+P^{(0)}S^{(1)}P^{(0)}+P^{(0)}S^{(0)}P^{(1)}=P^{(1)}.$$

Taken between $\langle k|S^{(0)}$ and $S^{(0)}|l\rangle$, the three terms on the left are $\pi_{kl}n_l$, $n_kS^{(1)}_{kl}n_l$ and $n_k\pi_{kl}$, so

$$(1-n_k-n_l)\,\pi_{kl}=n_kn_lS^{(1)}_{kl}.\qquad(9)$$

Two occupied states give $\pi_{o'o}=-S^{(1)}_{o'o}$, two empty states give $\pi_{ee'}=0$, and a mixed pair gives $0=0$. The occupied block is $-P^{(0)}S^{(1)}P^{(0)}$, with no energy denominator and no reference to $H$.

The second identity at first order is

$$H^{(1)}P^{(0)}S^{(0)}+H^{(0)}P^{(1)}S^{(0)}+H^{(0)}P^{(0)}S^{(1)}=S^{(1)}P^{(0)}H^{(0)}+S^{(0)}P^{(1)}H^{(0)}+S^{(0)}P^{(0)}H^{(1)}.$$

Between $\langle k|$ and $|l\rangle$ it reads, term by term, $H^{(1)}_{kl}n_l+\varepsilon_k\pi_{kl}+n_k\varepsilon_kS^{(1)}_{kl}=S^{(1)}_{kl}n_l\varepsilon_l+\pi_{kl}\varepsilon_l+n_kH^{(1)}_{kl}$, or

$$(\varepsilon_k-\varepsilon_l)\pi_{kl}=(n_k-n_l)H^{(1)}_{kl}+(n_l\varepsilon_l-n_k\varepsilon_k)S^{(1)}_{kl}.\qquad(10)$$

For $k=e$, $l=o$ this is $\pi_{eo}=(H^{(1)}-\varepsilon_oS^{(1)})_{eo}/(\varepsilon_o-\varepsilon_e)$, finite because of the gap, and $\pi_{oe}=\pi_{eo}^*$. For two occupied states (10) becomes $(\varepsilon_k-\varepsilon_l)(\pi_{kl}+S^{(1)}_{kl})=0$, which agrees with (9). Finally $2\,\mathrm{Tr}[\mathbf J^{(0)}P^{(1)}]=2\sum_{kl}\mathbf J^{(0)}_{lk}\pi_{kl}$. The $eo$ and $oe$ blocks give $4\,\mathrm{Re}\sum\mathbf J^{(0)}_{oe}\pi_{eo}$ and the occupied block gives $-2\sum\mathbf J^{(0)}_{oo'}S^{(1)}_{o'o}$, which completes (1).

The occupied term has a plain meaning. The field changes the metric, so the unperturbed pseudo orbitals overlap by $S^{(1)}_{o'o}$ in the metric $S$. For a complete set, where $S=T_B^\dagger T_B$, this is the ordinary overlap of the orbitals mapped by $T_B$. The block $-P^{(0)}S^{(1)}P^{(0)}$ removes that overlap.

## What each derivation assumes

Both start from (4) to (6), integer occupations and a gap between occupied and empty levels. Both need $S^{(0)}$ positive definite, so that the $|k\rangle$ form a basis. Neither uses completeness of the partial waves, which enters in (3) and in the replacement of $V$ by $V_{\rm loc}$. Equation (1) is thus the first-order current of the pseudo operators for any truncation, and it equals the all-electron current for a complete set.

The first derivation follows each canonical orbital. It needs occupied levels that are nondegenerate, or rotated in advance, and it obtains (8) by cancelling denominators that become small for close levels. It needs the normalisation condition separately for the diagonal. In return it yields $\varepsilon_o^{(1)}$ and the orbital responses.

The second follows the occupied subspace. Degeneracy among occupied levels plays no part, and the occupied block comes from orthonormality alone. As an operator, that block is unchanged by any unitary mixing of the occupied orbitals, since it contains them through $P^{(0)}$. This derivation gives no orbital energies. With fractional occupations $PSP=P$ is false and (9) is lost. In the first derivation the exchange of labels then fails to cancel $H^{(1)}$ between orbitals of unequal occupation, because the two terms carry different weights.

## Gauge origin and continuity

For local real $X$ and $W=e^{i\lambda X}$, the operators $WH^{(0)}W^\dagger$, $WS^{(0)}W^\dagger$ and $WP^{(0)}W^\dagger$ satisfy both identities. At first order in $\lambda$, the response (9), (10) to the pair $(i[X,H^{(0)}],\,i[X,S^{(0)}])$ is therefore $i[X,P^{(0)}]$, occupied block included. Cyclic invariance of the trace gives $\mathrm{Tr}[\mathbf J^{(0)}i[X,P^{(0)}]]+\mathrm{Tr}[i[X,\mathbf J^{(0)}]P^{(0)}]=0$. This is the generalised f-sum rule: (1) is unchanged when $i[X,\cdot]$ of the zeroth-order operator is subtracted from each of $H^{(1)}$, $S^{(1)}$ and $\mathbf J^{(1)}$.

Take $X=X_{\mathbf d}$. The algebra that led to (4) gives $i[X_{\mathbf d},A]=(1/2c)\mathbf B\cdot\mathbf d\times(1/i)[\mathbf r,A]$, and $(1/i)[\mathbf r,p^2/2]=\mathbf p$. Subtraction turns $\mathbf L$ into $(\mathbf r-\mathbf d)\times\mathbf p$ and the prefactor $\mathbf R$ into $\mathbf R-\mathbf d$ in (4) and (5), defining $H^{(1)}_{\mathbf d}$ and $S^{(1)}_{\mathbf d}$. From $i[X_{\mathbf d},\mathbf p]=-\nabla X_{\mathbf d}=\mathbf B\times\mathbf d/2c$ follows $i[X_{\mathbf d},\mathbf J^p]=-(\mathbf B\times\mathbf d/2c)\delta_{r'}$, so in (6) $\mathbf r'$ becomes $\mathbf r'-\mathbf d$ and $X_{\mathbf R}$ becomes $X_{\mathbf R-\mathbf d}$. These are the operators for gauge origin $\mathbf d$, so the sum (1) is origin independent, without appeal to completeness. The occupied term alone moves by $+2\sum\mathbf J^{(0)}_{oo'}\langle o'|i[X_{\mathbf d},S^{(0)}]|o\rangle$ and is not an observable.

The trace identity holds for each piece of $\mathbf J^{(0)}$ separately, so each may have its own $\mathbf d$. The choice $\mathbf d=\mathbf r'$ for $\mathbf J^p$ removes the bare diamagnetic term, and $\mathbf d=\mathbf R$ for $\Delta\mathbf J^p_R$ removes the commutator in (6). With $P^{(1)}_{\mathbf d}$ the response to $(H^{(1)}_{\mathbf d},S^{(1)}_{\mathbf d})$,

$$\mathbf j^{(1)}=2\,\mathrm{Tr}[\mathbf J^pP^{(1)}_{\mathbf r'}]+2\sum_R\mathrm{Tr}[\Delta\mathbf J^p_RP^{(1)}_{\mathbf R}]+2\sum_R\mathrm{Tr}[\Delta\mathbf J^d_RP^{(0)}].\qquad(11)$$

These are the bare, $\Delta p$ and $\Delta d$ currents. The first two each have an empty and an occupied part.

For complete partial waves $\mathbf J^{(0)}_{oo'}=(i/2)(\psi_o\nabla\psi_{o'}-\psi_{o'}\nabla\psi_o)$ in all-electron orbitals. With $\nabla^2\psi_o=2(V-\varepsilon_o)\psi_o$ its divergence is $i(\varepsilon_o-\varepsilon_{o'})\psi_o\psi_{o'}$. The total is a stationary all-electron current and has no divergence, so the current without the occupied term has divergence $2i\sum(\varepsilon_o-\varepsilon_{o'})S^{(1)}_{o'o}\psi_o\psi_{o'}$.

A nuclear moment $\mathbf m$ at $\mathbf R$ adds $\delta\mathbf A=\mathbf m\times(\mathbf r-\mathbf R)/|\mathbf r-\mathbf R|^3$. Then $\delta E=-(1/c)\int\mathbf j^{(1)}\cdot\delta\mathbf A$, and the shielding is $\sigma=\partial^2E/\partial m\,\partial B$.

## A worked model

Eight independent electrons move on a $26\times22$ square grid of spacing $h=0.4$ bohr, with $\mathbf B$ normal to the plane and $\beta=B/c$. The grid is centred on $(0,0)$, and the orbitals are zero beyond its edge. The kinetic matrix $K$ has diagonal $4t$ and nearest-neighbour elements $-t$, $t=1/2h^2$. A field multiplies $K_{ij}$ by $\exp[-(i/c)\int_j^i\mathbf A\cdot d\mathbf l]$, currents live on bonds, $\mathbf p$ is $(1/i)[\mathbf r,K]$, and $\mathbf r'$ in (11) is the bond midpoint. Two wells $-Z/\sqrt{\rho^2+a^2}$, $a=0.5$ bohr, sit at A $=(-1.6,-0.4)$ with $Z=4$ and B $=(1.2,0.8)$ bohr with $Z=2$.

Each sphere has radius 1.3 bohr and holds 32 points. The $\phi_n$ are the four lowest states of the isolated well on a $16\times16$ patch. With $f=1-\rho^2/(1\ {\rm bohr})^2$ inside 1 bohr and zero beyond, $\tilde\phi_n=(1-\kappa_nf)\phi_n$ with $\kappa=0.7,0.3,0.3,0.7$, and each well enters $V_{\rm loc}$ multiplied by $1-0.5f$. The projectors are the combinations of $(1-\rho^2/(1.3\ {\rm bohr})^2)\tilde\phi_n$ dual to the $\tilde\phi_n$. These four waves are the truncated set. The complete set adds 28 functions orthogonal to the projectors, with $\phi=\tilde\phi$. The lattice has no continuous rotations, so $\Delta_R[\mathbf L_R]$ is used as defined. The largest $q_{nn}$ are 0.651 at A and 0.479 at B.

Dense generalised diagonalisation of the complete set gives occupied levels $-5.042$, $-3.237$, $-2.915$, $-2.845$ Ha and a gap of 0.649 Ha. The largest $|S^{(1)}_{oo'}|/\beta$ couples orbitals 1 and 3. It is 0.126 bohr² for origin $(0,0)$ and 0.277 bohr² for origin $(3,-2)$ bohr. At 10 T, $\beta=4.254\times10^{-5}$ bohr⁻², so for origin $(0,0)$ the largest first-order overlap between two canonical occupied orbitals is $0.1265\times4.254\times10^{-5}=5.38\times10^{-6}$.

The shielding $\sigma_{zz}$ is $-(1/c^2)\sum_{\rm bonds}(\partial I/\partial\beta)\,g$, with $I$ the bond current, $g$ the line integral of $\delta\mathbf A/m$ along the bond by Gauss–Legendre quadrature, and $1/c^2=5.325\times10^{-5}$. Summing (1) over all states of the complete set, in the order empty, occupied, $\mathbf J^{(1)}$, in ppm:

- A, origin $(0,0)$: $-103.73-0.33+238.65=134.58$
- A, origin $(3,-2)$: $-90.01+0.42+224.17=134.58$
- B, origin $(0,0)$: $-30.02+2.99+102.81=75.79$
- B, origin $(3,-2)$: $-98.18+6.62+167.35=75.79$

The sums are those of the unrounded terms. The all-electron energy, differentiated by finite differences in field and moment with Richardson extrapolation, gives 134.58 and 75.79 ppm. These are values of this lattice and not of the continuum: with $h=0.2$ bohr on a $52\times44$ grid they become 129.46 and 75.40 ppm, the occupied term at B becomes 2.89 or 6.42 ppm, and that at A becomes $-0.56$ or $-0.07$ ppm. Without the occupied term B would be 72.79 or 69.16 ppm, low by 3.9% or 8.7% of 75.79 ppm. The pair of orbitals 1 and 3 alone contributes 3.1 or 6.8 ppm to the occupied term at B, and the other pairs together $-0.1$ or $-0.2$ ppm. Orbital 1 is the deepest and has 86% of its all-electron weight within 1 bohr of A. The size of the term also depends on the pseudo partial waves: with every $\kappa_n$ halved it is 1.09 or 2.41 ppm at B, while the total shielding stays the same. At A the omission raises the value by 0.25% of 134.58 ppm for origin $(0,0)$ and lowers it by 0.31% for origin $(3,-2)$. These small changes hide a cancellation: for origin $(0,0)$ the pair 1, 3 gives $-5.90$ ppm at A and the pair 2, 3 gives $+6.24$ ppm. The pairs without orbital 1 together give $+5.6$ ppm at A for origin $(0,0)$ and $+13.4$ ppm for origin $(3,-2)$, against $-5.9$ and $-13.0$ ppm from the pairs with it. The current is also no longer conserved when the occupied term is left out. For origin $(0,0)$ the largest magnitude of the net outflow from a grid point is 0.43 of the largest bond current of the full, conserved current.

In the form (11), A has bare $64.57-14.82=49.75$, $\Delta p$ $(-36.57-0.41)+(-0.17+0.01)=-37.14$ and $\Delta d$ $122.216-0.244=121.972$ ppm, with sphere A listed before sphere B, and $49.75-37.14+121.97=134.58$. The occupied parts here total $-14.82-0.41+0.01=-15.22$ ppm, 11% of $\sigma_A$, with $-14.09$ ppm of it from pairs that include orbital 1, while at B they total $-0.05$ ppm. For the two fixed origins tabulated above, the occupied term was instead larger at B than at A, so a small occupied term in one arrangement of the formula does not imply a small one in another. The $-0.41$ ppm in sphere A comes from $Q_B$, since $\mathbf d=\mathbf R_A$ removes $Q_A$ from $S^{(1)}_{\mathbf d}$. The augmentation currents of the other atom add $-0.171+0.007-0.244=-0.408$ ppm to $\sigma_A$ and $0.82+0.01-0.20=0.63$ ppm to $\sigma_B$.

The truncated set gives 139.70 and 73.80 ppm at both origins, in error by $+3.8\%$ and $-2.6\%$ of the all-electron values. Its lowest level, $-5.044$ Ha, lies below the complete one. This is allowed, because the truncated operators are not $T^\dagger HT$ and $T^\dagger T$. Setting $U_R=1$ gives field-independent PAW, with $S^{(1)}=0$ and one-centre $\mathbf L$ and diamagnetic terms taken about the gauge origin. A change of origin then leaves $S^{(1)}$ at zero and in general does not shift $H^{(1)}$ by $-i[X_{\mathbf d},H^{(0)}]$, so the argument above does not cover it. For a complete set this is harmless, since (3) makes the scheme an invertible rewriting of the all-electron problem. With the truncated set, $\sigma_A$ moves from 150.41 to 167.57 ppm and $\sigma_B$ from 77.65 to 83.28 ppm between the two origins.
